One-Third Shot Noise Does Not Require Phase Coherence

A model metallic wire of resistance 50 Ω carries 20 μA at a voltage of 1 mV. If the electrons crossed it as independent random events, the current noise would be 2eI = 6.41×10⁻²⁴ A²/Hz. For a diffusive wire between cold reservoirs the calculated value is 2.14×10⁻²⁴ A²/Hz, one third as much. The fraction contains neither the resistance nor the voltage, and something must fix it.

**The belief and its appeal**

One possible answer is phase coherence: the electron waves must keep their phase from one end of the wire to the other, and the noise would lose its value of one third if they did not. The belief rests on a sound calculation. A coherent conductor at zero temperature has transmission eigenvalues T_n, and the ratio of its noise to 2eI, the Fano factor F, is

F = Σ T_n(1 − T_n) / Σ T_n.

For a diffusive coherent wire the eigenvalues are distributed as T = 1/cosh²ξ with ξ uniform. I quote this distribution for context; the calculation without phases does not use it. With w = tanh ξ and dw = dξ/cosh²ξ,

F = ∫ tanh²ξ dξ/cosh²ξ / ∫ dξ/cosh²ξ = ∫₀¹ w² dw / ∫₀¹ dw = 1/3.

Two things make it tempting to reverse the argument. The eigenvalues belong to the whole wire, so they seem to lose their meaning together with the phase. Moreover, a long ordinary resistor shows thermal noise and no shot noise, and it is also incoherent. But a long resistor has lost two things: the phase of its electrons and the energy distribution imposed by the reservoirs. To find which loss matters, one must calculate the noise with the phase absent and the energy retained.

**Mean occupation without phases**

Let the wire have length L, cross-section A and position u = x/L. The mean free path is much shorter than L, and L is much shorter than the distance over which electrons exchange an appreciable energy. The diffusion coefficient D and the density of states ν (per volume and energy, spin included) are constant. Weak localization and Coulomb blockade are neglected. The frequency is low compared with the inverse times of transit and charge relaxation.

Let E be the total energy, potential energy included, measured from the electrochemical potential of the right reservoir. The left reservoir is higher by eV, and I count electron flow to the right as positive. Elastic scattering moves electrons in space at fixed E, so the steady mean occupation obeys

D ∂²f/∂x² = 0,

f(u,E) = (1 − u) f_L(E) + u f_R(E).

At zero temperature f = 1 − u for 0 < E < eV. This is a two-step function of energy, not a Fermi function. The mean current is

I = −e A D ν ∫ (∂f/∂x) dE = e A D ν (eV/L) = GV,

with G = σA/L and σ = e²νD.

**Noise made by elastic scattering**

The Boltzmann-Langevin method treats scatterings as random classical events. Interference between successive scatterings does not enter. An event k→k' has the mean rate

J(k→k') = W_kk' f_k(1 − f_k'), with W_kk' = W_k'k.

The factor 1 − f_k' is Pauli exclusion. It cancels from the mean balance, because

f_k'(1 − f_k) − f_k(1 − f_k') = f_k' − f_k.

It does not cancel from the noise, where forward and backward rates add. Let ξ_k be the random part of the rate at which state k is filled. Each event removes one electron from k and adds one to k'. For independent Poisson events,

⟨ξ_k(t) ξ_q(t')⟩ = K_kq δ(t − t'),

K_kk = Σ_k' [J(k→k') + J(k'→k)],

K_kq = −[J(k→q) + J(q→k)] for k ≠ q.

In a diffusive wire f_k depends on direction only at first order in mean free path over L. To leading order the noise contains the isotropic f, and J(k→q) + J(q→k) = 2W_kq f(1 − f). Therefore

K = 2f(1 − f) C, with C_kq = δ_kq Σ_k' W_kk' − W_kq.

C is also the matrix that relaxes occupation fluctuations: dδf/dt = −Cδf + ξ, apart from the gradient term, which produces the ordinary diffusion current. At low frequency the source adds δf = C⁻¹ξ, the inverse being taken on deviations of zero sum. For isotropic material the velocity component v_x is an eigenvector of C with eigenvalue 1/τ, where τ is the transport time. Since C is symmetric, the source current density in a small volume Ω is

j_s = (e/Ω) Σ_k v_xk (C⁻¹ξ)_k = (eτ/Ω) Σ_k v_xk ξ_k.

Its white-noise strength, for energies in dE, is

(eτ/Ω)² Σ_kq v_xk K_kq v_xq
= (eτ/Ω)² 2f(1 − f) (1/τ) Σ_k v_xk²
= (2e²τ/Ω²) f(1 − f) Ων dE v²/3
= (2σ/Ω) f(1 − f) dE,

because D = v²τ/3. In the continuum 1/Ω becomes δ(r − r'). Elastic events at different energies are independent, so their contributions add. I use the one-sided spectrum, which is twice the white-noise strength and gives 2eI for Poisson current. The source spectrum is thus

4σ δ(r − r') ∫ f(1 − f) dE.

Inverting a discretized collision matrix with anisotropic scattering reproduces this strength.

**From local sources to the noise of the wire**

A source inside the wire also disturbs the local electrochemical potential. Let δφ be that disturbance, expressed as a voltage. The fluctuation of the total current is

δI = −σA ∂δφ/∂x + δI_s(x).

At low frequency charge does not accumulate, so δI is the same at every x. The reservoirs hold δφ = 0 at both ends. Integration over the length removes the gradient:

δI = (1/L) ∫₀ᴸ δI_s(x) dx.

After integration over the cross-section the source spectrum is 4σA δ(x − x') ∫ f(1 − f) dE. Hence

S = (1/L²) ∫₀ᴸ dx 4σA ∫ f(1 − f) dE = 4G ∫₀¹ du ∫ dE f(1 − f).

For cold reservoirs f(1 − f) = u(1 − u) in an energy range eV and zero elsewhere. Since ∫₀¹ u(1 − u)du = 1/2 − 1/3 = 1/6,

S = 4G eV/6 = (2/3)GeV = (1/3) 2eI.

The third is a spatial average of the occupation variance. The ends are quiet, being full or empty, and the middle is noisiest. If a local noise temperature is defined by kT_N = ∫ f(1 − f)dE, its midpoint value is eV/(4k) = 2.90 K in the example, although the reservoirs are cold. It is not a thermodynamic temperature, because f is not a Fermi function.

**Warm reservoirs**

At finite reservoir temperature T, direct expansion gives

f(1 − f) = (1 − u) f_L(1 − f_L) + u f_R(1 − f_R) + u(1 − u)(f_L − f_R)².

The spatial averages of the three coefficients are 1/2, 1/2 and 1/6. Each reservoir term integrates over energy to kT. For the last term, use

f_L(1 − f_R) + f_R(1 − f_L) = f_L(1 − f_L) + f_R(1 − f_R) + (f_L − f_R)².

The two products on the left have difference f_L − f_R and ratio f_R(1 − f_L)/[f_L(1 − f_R)] = exp(−eV/kT). Their sum is therefore (f_L − f_R) coth(eV/2kT), whose integral is eV coth(eV/2kT). Thus

∫ (f_L − f_R)² dE = eV coth(eV/2kT) − 2kT,

S = 4G {kT + [eV coth(eV/2kT) − 2kT]/6}
= (2/3)G[4kT + eV coth(eV/2kT)].

As V→0, eV coth(eV/2kT)→2kT and S→4kTG, the equilibrium noise. At 0.1 K and 1 mV, eV/kT = 116.0 and the coth is practically one. Then

S/(2eI) ≈ (1/3)(1 + 4/116.0) = 0.345.

The equilibrium noise, 1.10×10⁻²⁵ A²/Hz, is 0.017 of 2eI. Subtracting it leaves 0.328, which is about 1.7% below one third. That small deficit is thermal and says nothing about phase. It assumes that the reservoirs stay at 0.1 K while absorbing the 20 nW of Joule heat. Thin-film contacts may not: with a sheet resistance of 0.04 Ω and heat spreading over radii whose ratio has logarithm 5, the Wiedemann-Franz law puts the electrons at the wire ends near 0.25 K, and the same subtraction then leaves about 0.345, above one third.

**A chain that has no phase to lose**

The Langevin calculation treated scattering events as independent and occupations as uncorrelated. A classical chain allows both points to be examined. Put N equal opaque barriers in series, separated by N − 1 nodes. In a narrow energy window each node has M states, of which n_i are occupied. The left reservoir is full, n₀ = M, and the right one is empty, n_N = 0. Electrons hop at random without changing energy. In units of the basic hopping rate, the forward and backward rates across barrier i are

a_i = n_(i−1)(M − n_i)/M,

b_i = n_i(M − n_(i−1))/M.

The configuration is a list of integers evolving by probabilities; there are no amplitudes in the model. Exclusion again cancels from the net rate, a_i − b_i = n_(i−1) − n_i. Equal mean currents through all barriers give

⟨n_i⟩ = M p_i, with p_i = 1 − i/N,

and a mean current of M/N electrons per unit time.

The flow through barrier i is n_(i−1) − n_i plus a random part η_i. Given the present configuration, η_i has zero mean, so it is uncorrelated in time. Two barriers are never crossed in the same event, so different η_i are uncorrelated too. Summing the flows makes the occupations telescope:

Σ_i (flow)_i = M + Σ_i η_i.

The charges passed by different barriers differ by no more than the nodes can store. Over long times each therefore equals their average, and its variance grows at the rate (1/N²) Σ⟨a_i + b_i⟩. Dividing by the mean current M/N gives

F = (1/NM) Σ_i ⟨a_i + b_i⟩,

⟨a_i + b_i⟩ = M[p_(i−1) + p_i − 2p_(i−1)p_i] − (2/M) Cov(n_(i−1), n_i).

First omit the covariance. The bracket equals p_(i−1)(1 − p_(i−1)) + p_i(1 − p_i) + 1/N². Each interior node occurs twice in the sum, and Σ i(N − i) = N(N² − 1)/6, so

Σ_i [...] = 2(N² − 1)/(6N) + N/N² = (N² + 2)/(3N),

F = (1 + 2/N²)/3.

This is the limit of many states per node. One barrier gives F = 1, two give 1/2, ten give 0.340 and a hundred give 0.3334. A long chain has the same Fano factor as the wire.

**The correlations left out**

The covariance can be found in closed form. Imagine that every state of a node exchanges its occupation with every state of the next node at rate 1/M. Exchanges between an occupied and an empty state reproduce the hopping rates; exchanges of equal occupations change nothing. Let P_ij be the probability that two different states, one in node i and one in node j, are both occupied. In the steady state, nodes more than one step apart satisfy

P_(i−1,j) + P_(i+1,j) + P_(i,j−1) + P_(i,j+1) − 4P_ij = 0.

For two states of one node, P_(i−1,i) + P_(i,i+1) − 2P_ii = 0. For neighbours, one of the M exchanges merely swaps the pair, so

P_(i−1,i+1) + P_(i,i+2) + (1 − 1/M)(P_ii + P_(i+1,i+1)) − (4 − 2/M)P_(i,i+1) = 0.

Write P_ij = p_i p_j + g_ij and try

g_ij = −κ i(N − j) for i < j,

g_ii = −κ[i(N − i) − N/2].

The first equation holds because every term is linear in i and in j, and g vanishes at the reservoirs. The second holds because

(i − 1)(N − i) + i(N − i − 1) − 2i(N − i) + N = 0.

In the third, the terms without 1/M cancel for p_i p_j and leave κN for g. The terms with 1/M give −(p_i − p_(i+1))²/M = −1/(MN²) from the products, and −κ/M from g. Hence

κN − κ/M = 1/(MN²), so κ = 1/[N²(MN − 1)].

For M = 1 the one-node equation is absent, and its terms drop out of the neighbour equation; the same κ follows. For i < j, Cov(n_i,n_j) = M²g_ij is negative or zero: an electron in one node makes one in another less likely. The correction to F is

(1/NM)(2/M)M²κ Σ_(i=1)^(N−2) i(N − i − 1) = κ(N − 1)(N − 2)/3,

since the sum is N(N − 1)(N − 2)/6. For N ≥ 2,

F = (N² + 2)/(3N²) + (N − 1)(N − 2)/[3N²(MN − 1)].

With M = 1 this becomes F = (1 + 1/N)/3. Correlations then slow the approach to one third but do not change the limit. Full counting of electrons through a single barrier, which assumes neither the averaging rule nor the covariance, gives 0.444 at N = 3 and 0.370 at N = 9, in agreement. At N = 3, raising M from 1 to 20 lowers F from 0.444 to 0.409, close to the many-state value 0.407. The numerical output after this text lists the other cases.

**What happens without exclusion**

Now remove the blocking factors and let independent walkers enter from a Poisson reservoir at rate M. The forward and backward rates become n_(i−1) and n_i, with M in place of n₀ at the left end. Their difference, the mean profile and the mean current are unchanged. The noise is not:

F = (1/N) Σ_i (p_(i−1) + p_i) = (1/N)[(N + 1)/2 + (N − 1)/2] = 1.

A numerical count for N = 3 also gives 1.000. Diffusion alone therefore does not reduce the noise. In the exclusion chain with many states per node the reduction comes from the term −2p_(i−1)p_i, the hops forbidden because the destination is occupied. With few states per node, the negative covariance can offset a small part of this reduction.

**What does change the noise**

Suppose the wire is long enough for electrons to exchange energy among themselves many times, while elastic scattering still controls the resistance and little energy goes to the lattice. The occupation becomes a local Fermi function with electrochemical potential μ = (1 − u)eV and temperature T_e. Electron collisions conserve the total energy, so its density still diffuses without a source and equals that of the two-step function. For cold reservoirs, relative to states filled up to E = 0, that moment is

∫₀^(eV) E(1 − u)dE = (1 − u)(eV)²/2.

For the Fermi function the corresponding moment is μ²/2 + π²(kT_e)²/6: the first term fills states up to μ, and the second is the energy of thermal electrons and holes about μ. Equating the two,

π²(kT_e)²/6 = (eV)²[(1 − u) − (1 − u)²]/2 = (eV)² u(1 − u)/2,

kT_e = (√3/π) eV √[u(1 − u)].

A Fermi function has ∫ f(1 − f)dE = kT_e, and ∫₀¹ √[u(1 − u)]du = π/8, the area of a half-disc of radius 1/2. Therefore

S = 4G(√3/π)(π/8)eV = (√3/2)GeV = (√3/4) 2eI.

The factor is 0.433, and the wire of the example would have S = 2.78×10⁻²⁴ A²/Hz, 30% above the elastic value. For cold reservoirs, energy exchange between electrons raises the noise at every interior point of the wire: ∫ f(1 − f)dE changes from eV u(1 − u) to (√3/π) eV √[u(1 − u)], which is larger because √[u(1 − u)] never exceeds 1/2, while √3/π = 0.551. This needs eV ≫ kT: with warm reservoirs at eV = 10kT the midpoint value is 2.93 kT for hot electrons against 3.00 kT for the elastic wire. If instead the lattice cools the electrons efficiently to its own temperature T, then ∫ f(1 − f)dE = kT everywhere and S = 4kTG. Shot noise disappears. This is the familiar long resistor, and its lack of shot noise is due to energy loss.

Phase breaking and energy exchange can have the same microscopic cause, but they enter differently. A process that scrambles phases while transferring a total energy much smaller than eV during the transit leaves the two-step occupation, and with it the result one third, intact to leading order. A process that redistributes energies of order eV changes f and, in general, S, although at eV ≫ kT the opposite effects of electron collisions and lattice cooling on S can cancel.

A measured Fano factor of one third in a diffusive metallic wire is thus consistent with coherent transport and with incoherent transport. Nor does a single measured value prove that the electrons kept their energies. With lattice and reservoirs cold (kT ≪ eV), hot electrons partly cooled by the lattice have a factor between 0.433 and zero, which can happen to equal one third. Joule heating grows as the square of the voltage, while the cooling power of a cold lattice normally grows faster than the square of the electron temperature. In that case the factor falls with rising voltage, whereas the elastic value for cold reservoirs stays constant. This comparison holds only at eV ≫ kT; at lower bias the excess noise over 2eI first rises with voltage in both cases. To establish that the electrons kept their phases, one must measure a quantity that depends on interference.

Numbers as computed

```
WIRE EXAMPLE
resistance = 50.0 ohm
voltage = 1.000 mV
reservoir temperature = 0.100 K
current = 20.000 microampere
eV/(kT) = 116.045 (dimensionless)
Poisson noise 2eI = 6.40871e-24 A^2/Hz
equilibrium noise 4kTG = 1.10452e-25 A^2/Hz
total noise at 0.1 K = 2.20987e-24 A^2/Hz
total noise / 2eI = 0.34482 (dimensionless)
excess noise / 2eI = 0.32759 (dimensionless)
shot noise for cold reservoirs = 2.13624e-24 A^2/Hz
cold-reservoir F = 0.333333 (dimensionless)
integral of u(1-u) = 0.166667 (dimensionless)
midpoint noise temperature, cold reservoirs = 2.9011 K
hot-electron F = 0.433013 (dimensionless)
hot-electron shot noise = 2.77505e-24 A^2/Hz
coherent reference F = 0.333333 (dimensionless)
LANGEVIN SOURCE CHECK
numerical / derived correlator = 1.00000000
CLASSICAL CHAIN, FULL COUNTING, M = 1 (F dimensionless)
N = 2: F = 0.500000
N = 3: F = 0.444444
N = 4: F = 0.416667
N = 5: F = 0.400000
N = 6: F = 0.388889
N = 7: F = 0.380952
N = 8: F = 0.375000
N = 9: F = 0.370370
CLASSICAL CHAIN, FULL COUNTING, SEVERAL STATES (F dimensionless)
N = 3, M = 2: F = 0.422222
N = 3, M = 5: F = 0.412698
N = 3, M = 20: F = 0.408663
N = 4, M = 4: F = 0.383333
N = 5, M = 3: F = 0.371429
CHAIN FORMULA, M TO INFINITY (F dimensionless)
N = 2: F = 0.500000
N = 3: F = 0.407407
N = 10: F = 0.340000
N = 100: F = 0.333400
without exclusion, N = 3: F = 1.000000 (dimensionless)
spread over counted barriers, N = 4, M = 3: 2.4e-15
```
